# Surface Green's functions of a dimerized lead with either termination: verification in Python

```python
"""
Surface Green's function of a semi-infinite dimerized (SSH) chain.

Result under test: with zero on-site energy and hoppings t1 < t2, the chain
whose first bond is t1 (termination A) has a surface Green's function with a
pole at zero energy and residue 1 - (t1/t2)**2.  The chain whose first bond
is t2 (termination B) has no pole.

Symbols: z complex energy, g surface Green's function, tc coupling of an
attached level at zero energy, sigma = tc**2 * g its lead self-energy.
Finite chains, solved or diagonalized directly, are the independent side.
Energies are in eV and Green's functions in 1/eV.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded


def surface_green(z, first, second):
    """Closed form; a real z is understood as the limit from above."""
    z = np.asarray(z, dtype=complex)
    outer, inner = first + second, abs(first - second)
    root = (np.sqrt(z - outer) * np.sqrt(z + outer)
            * np.sqrt(z - inner) * np.sqrt(z + inner))
    return (z**2 + second**2 - first**2 - root) / (2 * z * second**2)


def alternating_bonds(first, second, sites):
    return np.where(np.arange(sites - 1) % 2 == 0, first, second)


def chain_green(z, first, second, sites):
    """End-site element of (z - H)^(-1) for a finite chain."""
    bonds = alternating_bonds(first, second, sites)
    bands = np.zeros((3, sites), dtype=complex)
    bands[0, 1:] = -bonds
    bands[1] = z
    bands[2, :-1] = -bonds
    source = np.zeros(sites, dtype=complex)
    source[0] = 1
    return solve_banded((1, 1), bands, source)[0]


def spectrum(bonds):
    return eigh_tridiagonal(np.zeros(len(bonds) + 1), bonds)


def contour_residue(first, second):
    """Residue at zero from a circle lying inside the gap."""
    angles = 2 * np.pi * (np.arange(80) + 0.5) / 80
    circle = 0.5 * abs(first - second) * np.exp(1j * angles)
    return np.mean(circle * surface_green(circle, first, second))


t1, t2, tc = 0.9, 1.5, 0.3
gap_edge, band_top = t2 - t1, t1 + t2
delta = t2**2 - t1**2
pole_weight = 1 - (t1 / t2)**2

# Closed forms and the exact relation between terminations, complex energies.
for z in (0.05j, 0.2 + 0.05j, 1.2 + 0.05j, -2.0 + 0.05j, 3.0 + 0.1j):
    direct_a = chain_green(z, t1, t2, 2001)
    direct_b = chain_green(z, t2, t1, 2000)
    assert abs(direct_a - surface_green(z, t1, t2)) < 1e-9
    assert abs(direct_b - surface_green(z, t2, t1)) < 1e-9
    assert abs(t2**2 * direct_a - t1**2 * direct_b - delta / z) < 1e-8

# A real energy inside the gap, and the linear zero of termination B.
gap_energy, band_energy = 0.2, 1.2
assert abs(chain_green(gap_energy, t1, t2, 401)
           - surface_green(gap_energy, t1, t2)) < 1e-9
assert abs(chain_green(gap_energy, t2, t1, 400)
           - surface_green(gap_energy, t2, t1)) < 1e-9
slope_b = (chain_green(1e-3, t2, t1, 400) / 1e-3).real
assert abs(slope_b + 1 / delta) < 1e-5  # next term is quadratic in energy

# Pole weight against eigenvectors, for several hopping ratios.
for weak, strong in ((0.3, 1.5), (0.9, 1.5), (1.7, 2.0)):
    energies_a, states_a = spectrum(alternating_bonds(weak, strong, 401))
    energies_b, states_b = spectrum(alternating_bonds(strong, weak, 400))
    in_gap_a = np.abs(energies_a) < strong - weak
    in_gap_b = np.abs(energies_b) < strong - weak
    assert in_gap_a.sum() == 1 and in_gap_b.sum() == 0
    assert abs(energies_a[in_gap_a][0]) < 1e-10
    mode = states_a[:, in_gap_a][:, 0]
    expected = 1 - (weak / strong)**2
    assert abs(mode[0]**2 - expected) < 1e-9
    assert abs(mode[1]) < 1e-9
    assert abs(mode[2] / mode[0] + weak / strong) < 1e-9
    assert abs(contour_residue(weak, strong) - mode[0]**2) < 1e-9
    assert abs(contour_residue(strong, weak)) < 1e-9
    if (weak, strong) == (t1, t2):
        mode_weight = mode[0]**2
        mode_ratio = mode[2] / mode[0]
        finite_band_a = np.sum(states_a[0, ~in_gap_a]**2)


def band_density(energy, second):
    return (np.sqrt((band_top**2 - energy**2) * (energy**2 - gap_edge**2))
            / (2 * np.pi * abs(energy) * second**2))


# Band density against the retarded function, then its integrated weight.
for energy in (-2.1, -0.8, band_energy, 2.2):
    for first, second in ((t1, t2), (t2, t1)):
        retarded = surface_green(energy, first, second)
        assert abs(-retarded.imag / np.pi - band_density(energy, second)) < 1e-10
band_a = 2 * quad(band_density, gap_edge, band_top, args=(t2,))[0]
band_b = 2 * quad(band_density, gap_edge, band_top, args=(t1,))[0]
assert abs(band_a - finite_band_a) < 1e-6
assert abs(band_a + mode_weight - 1) < 1e-6
assert abs(band_b - 1) < 1e-6

# Equal hoppings: finite surface function, hence no pole.
small = 0.02
uniform = chain_green(1j * small, t2, t2, 8001)
assert abs(uniform - surface_green(1j * small, t2, t2)) < 1e-9
assert abs(uniform + 1j / t2) < 0.01  # leading correction is small/(2*t2**2)


def level_on_lead(coupling, first, second, lead_sites):
    bonds = np.concatenate(([coupling],
                            alternating_bonds(first, second, lead_sites)))
    energies, states = spectrum(bonds)
    inside = np.abs(energies) < gap_edge
    return energies[inside], states[0, inside]**2


# Attached level on termination A, below and above the coupling threshold.
threshold = np.sqrt(t2 * (t2 - t1))
for coupling in (0.3, 0.9, 1.0, 1.5, 2.5):
    found, weights = level_on_lead(coupling, t1, t2, 801)
    if coupling < threshold:
        predicted = coupling * np.sqrt((delta - coupling**2)
                                       / (t2**2 - coupling**2))
        assert len(found) == 2
        assert np.allclose(found, [-predicted, predicted], atol=1e-9, rtol=0)
        if coupling == tc:
            split_energy, split_weight = found[1], weights[1]
    else:
        assert len(found) == 0
weak_estimate = tc * np.sqrt(pole_weight)
assert abs(weak_estimate / split_energy - 1) < 0.02  # error of order tc**2

# The same level on termination B stays at zero energy.
found_b, weights_b = level_on_lead(tc, t2, t1, 800)
assert len(found_b) == 1 and abs(found_b[0]) < 1e-10
assert abs(weights_b[0] - 1 / (1 + tc**2 / delta)) < 1e-9

print(f"first bond of termination A, t1 = {t1:.3f} eV")
print(f"first bond of termination B, t2 = {t2:.3f} eV")
print(f"coupling of attached level, tc = {tc:.3f} eV")
print(f"hopping ratio t1/t2 = {t1 / t2:.4f} (no unit)")
print(f"gap edge t2 - t1 = {gap_edge:.4f} eV")
print(f"outer band edge t1 + t2 = {band_top:.4f} eV")
print(f"t2^2 - t1^2 = {delta:.4f} eV^2")
print(f"residue A, formula = {pole_weight:.6f} (no unit)")
print(f"residue A, contour = {contour_residue(t1, t2).real:.6f} (no unit)")
print(f"residue A, finite-chain mode = {mode_weight:.6f} (no unit)")
print(f"residue B, contour size = {abs(contour_residue(t2, t1)):.1e} (no unit)")
print(f"zero mode psi_3/psi_1 = {mode_ratio:.6f} (no unit)")
print(f"band weight at end of A = {band_a:.6f} (no unit)")
print(f"band weight at end of B = {band_b:.6f} (no unit)")
print(f"slope of g_B at zero energy = {slope_b:.5f} 1/eV^2")
for energy in (gap_energy, band_energy):
    for name, first, second in (("A", t1, t2), ("B", t2, t1)):
        g = surface_green(energy, first, second)
        sigma = tc**2 * g
        print(f"g_{name} at E = {energy:.2f} eV: "
              f"real {g.real:.5f}, imag {g.imag:.5f} 1/eV")
        print(f"sigma_{name} at E = {energy:.2f} eV: "
              f"real {sigma.real:.5f}, imag {sigma.imag:.5f} eV")
print(f"equal hoppings {t2:.2f} eV, z = {small:.2f}i eV: "
      f"imag g = {uniform.imag:.5f} 1/eV")
print(f"equal hoppings, same z: z*g = {(1j * small * uniform).real:.5f} (no unit)")
print(f"level on A: bound energies = +/- {split_energy:.6f} eV")
print(f"level on A: weak-coupling estimate = +/- {weak_estimate:.6f} eV")
print(f"level on A: level weight in each state = {split_weight:.6f} (no unit)")
print(f"level on A: threshold coupling = {threshold:.6f} eV")
print(f"level on B: size of bound energy = {abs(found_b[0]):.1e} eV")
print(f"level on B: level weight at zero = {weights_b[0]:.6f} (no unit)")
print("done: every assertion held")
```

Running it gives:

```
first bond of termination A, t1 = 0.900 eV
first bond of termination B, t2 = 1.500 eV
coupling of attached level, tc = 0.300 eV
hopping ratio t1/t2 = 0.6000 (no unit)
gap edge t2 - t1 = 0.6000 eV
outer band edge t1 + t2 = 2.4000 eV
t2^2 - t1^2 = 1.4400 eV^2
residue A, formula = 0.640000 (no unit)
residue A, contour = 0.640000 (no unit)
residue A, finite-chain mode = 0.640000 (no unit)
residue B, contour size = 4.4e-17 (no unit)
zero mode psi_3/psi_1 = -0.600000 (no unit)
band weight at end of A = 0.360000 (no unit)
band weight at end of B = 1.000000 (no unit)
slope of g_B at zero energy = -0.69445 1/eV^2
g_A at E = 0.20 eV: real 3.14769, imag 0.00000 1/eV
sigma_A at E = 0.20 eV: real 0.28329, imag 0.00000 eV
g_B at E = 0.20 eV: real -0.14530, imag 0.00000 1/eV
sigma_B at E = 0.20 eV: real -0.01308, imag 0.00000 eV
g_A at E = 1.20 eV: real 0.53333, imag -0.40000 1/eV
sigma_A at E = 1.20 eV: real 0.04800, imag -0.03600 eV
g_B at E = 1.20 eV: real 0.00000, imag -1.11111 1/eV
sigma_B at E = 1.20 eV: real 0.00000, imag -0.10000 eV
equal hoppings 1.50 eV, z = 0.02i eV: imag g = -0.66224 1/eV
equal hoppings, same z: z*g = 0.01324 (no unit)
level on A: bound energies = +/- 0.237171 eV
level on A: weak-coupling estimate = +/- 0.240000 eV
level on A: level weight in each state = 0.487500 (no unit)
level on A: threshold coupling = 0.948683 eV
level on B: size of bound energy = 3.2e-18 eV
level on B: level weight at zero = 0.941176 (no unit)
done: every assertion held
```
